# Outgassing of a thick wall by diffusion of dissolved gas

An iron vacuum wall 1 cm thick, modelled below with fast release at both faces, releases hydrogen at $9.40\times10^{11}$ atoms/(cm² s) after 3600 s of pumping. Ten times later the flux is $2.97\times10^{11}$, smaller by a factor of only 3.2. After another tenfold increase in time it is $1.15\times10^{10}$, smaller by a factor of 26. The wall, its temperature and its diffusivity are the same throughout. Why is the decline first so slow and then so steep?

## The model

Let $c(x,t)$ be the number of dissolved atoms per volume at depth $x$ below the vacuum surface. If $j$ is the flux toward larger $x$, conservation of atoms gives $\partial c/\partial t=-\partial j/\partial x$. Fick's law is $j=-D\,\partial c/\partial x$. With $D$ independent of position and concentration,

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The gas leaves toward negative $x$, so the outgassing flux, counted positive outward, is

$$J(t)=-j(0,t)=D\left.\frac{\partial c}{\partial x}\right|_{x=0}.$$

At $t=0$ the concentration is $c_0$ throughout the wall. For $t>0$ the surface is held at $c=0$: an atom that arrives there leaves at once. These equations contain neither $\hbar$ nor the electron's mass or charge, so they read the same in atomic units. Temperature will enter as the energy $kT$.

## First derivation: a wall without a far side

Let the wall fill all $x>0$. The function

$$G(x,t)=\frac{e^{-x^2/(4Dt)}}{\sqrt{4\pi Dt}}$$

describes the spreading of one atom per unit area from the plane $x=0$. Differentiation gives

$$\frac{\partial G}{\partial t}=\left(-\frac1{2t}+\frac{x^2}{4Dt^2}\right)G,\qquad
\frac{\partial^2G}{\partial x^2}=\left(-\frac1{2Dt}+\frac{x^2}{4D^2t^2}\right)G,$$

so $G$ satisfies the diffusion equation. Its integral over $x$ is 1, and it contracts to the plane $x=0$ as $t\to0$. Any initial distribution in unbounded space therefore evolves as a sum of such kernels.

To hold the surface at zero, continue the initial state to negative $x$ with the value $-c_0$. An odd initial state stays odd, and an odd smooth function vanishes at $x=0$. For $x>0$ this gives

$$c(x,t)=c_0\int_0^\infty[G(x-y,t)-G(x+y,t)]\,dy.$$

Put $\xi=x/\sqrt{4Dt}$. In the first term substitute $u=(y-x)/\sqrt{4Dt}$, which starts at $-\xi$. In the second substitute $u=(y+x)/\sqrt{4Dt}$, which starts at $\xi$. Then

$$c=\frac{c_0}{\sqrt\pi}\left[\int_{-\xi}^{\infty}e^{-u^2}du-\int_{\xi}^{\infty}e^{-u^2}du\right]
=\frac{c_0}{\sqrt\pi}\int_{-\xi}^{\xi}e^{-u^2}du=c_0\,\mathrm{erf}\,\xi.$$

This is the only solution among those that stay bounded and approach one another rapidly deep in the wall, uniformly in time as $t\to0$. These conditions make the integral below finite and let it start at zero. The difference $w$ of two of them starts at zero and vanishes at the surface, so integration by parts gives

$$\frac{d}{dt}\int_0^\infty w^2dx=2D\int_0^\infty w\frac{\partial^2w}{\partial x^2}dx=-2D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0.$$

An integral that starts at zero, cannot be negative and cannot grow remains zero.

Since $d\,\mathrm{erf}\,\xi/d\xi=(2/\sqrt\pi)e^{-\xi^2}$ and $\partial\xi/\partial x=1/(2\sqrt{Dt})$, the slope at the surface is $c_0/\sqrt{\pi Dt}$. Multiplication by $D$ gives

$$\boxed{J(t)=c_0\sqrt{\frac{D}{\pi t}}}$$

The result can be read as $J=Dc_0/\delta$ with $\delta=\sqrt{\pi Dt}$, the depth at which the tangent to the profile at the surface reaches $c_0$. The depleted layer thickens as $\sqrt t$, and the gradient across it weakens in proportion. A tenfold increase in time therefore lowers the flux by $\sqrt{10}\approx3.2$, which is the first decline in the opening numbers.

The flux diverges at $t=0$, where the assumed concentration jumps from $c_0$ to zero over no distance. The amount released per area is nevertheless finite:

$$\int_0^tJ(t')\,dt'=c_0\sqrt{\frac D\pi}\int_0^t\frac{dt'}{\sqrt{t'}}=2c_0\sqrt{\frac{Dt}{\pi}}.$$

## Second derivation: a finite wall made thick

Now let the wall have thickness $L$, with $c=0$ at both faces. The functions $\sin(n\pi x/L)$ vanish at both faces, and diffusion multiplies each by $e^{-n^2\pi^2Dt/L^2}$. The uniform initial state has the sine coefficients

$$b_n=\frac2L\int_0^Lc_0\sin\frac{n\pi x}{L}\,dx=\frac{2c_0}{n\pi}(1-\cos n\pi),$$

which equal $4c_0/(n\pi)$ for odd $n$ and zero for even $n$. The slope of each sine at $x=0$ is $n\pi/L$, which cancels the $n\pi$ in the coefficient. The flux through one face is therefore

$$J_L(t)=\frac{4Dc_0}{L}\sum_{n=1,3,5,\ldots}e^{-n^2\pi^2Dt/L^2}.$$

For $t>0$ the exponentials make the series converge fast enough to be differentiated term by term.

Write $k=n\pi/L$. Successive odd $n$ are separated by $\Delta k=2\pi/L$, so $1/L=\Delta k/(2\pi)$ and

$$J_L=\frac{2Dc_0}{\pi}\sum_k e^{-Dtk^2}\Delta k.$$

The points $k=\pi/L,3\pi/L,\ldots$ are the midpoints of intervals of width $\Delta k$ that cover $k>0$. When $Dt\ll L^2$, the Gaussian changes little across one interval, and the sum becomes an integral:

$$J_L\to\frac{2Dc_0}{\pi}\int_0^\infty e^{-Dtk^2}dk
=\frac{2Dc_0}{\pi}\,\frac12\sqrt{\frac{\pi}{Dt}}=c_0\sqrt{\frac D{\pi t}}.$$

At early times the square-root law thus comes from many decaying modes acting together. Fewer are needed as time passes: for the iron wall below, the first six odd modes give the law to about 0.1% at 3600 s, and the first two give it to about 0.2% at 36000 s. By then the second term is only 6% of the first, so the Gaussian no longer varies slowly; the sum still matches the integral because their difference is the exponentially small correction derived below. At late times the slowest mode is left:

$$J_L\simeq\frac{4Dc_0}{L}e^{-\pi^2Dt/L^2}.$$

This exponential is the steep decline in the opening numbers. The depleted layers from the two faces have met, and the store of gas in the middle is running out.

**When the thickness is first felt.** The kernel method gives the correction to the early law. To keep both faces at zero, continue the initial state as a square wave that alternates between $c_0$ and $-c_0$ in successive intervals of length $L$. It is odd about $x=0$ and about $x=L$. Its jump at $x=nL$ is $2c_0(-1)^n$ for every integer $n$. Since $\partial G(x-y)/\partial x=-\partial G(x-y)/\partial y$, integration over each constant piece leaves its end values, and the slope at $x=0$ is the sum of each jump times $G(nL,t)$. Hence

$$J_L=2Dc_0\sum_{n=-\infty}^{\infty}(-1)^n\frac{e^{-n^2L^2/(4Dt)}}{\sqrt{4\pi Dt}}
=c_0\sqrt{\frac{D}{\pi t}}\left[1+2\sum_{n=1}^{\infty}(-1)^ne^{-n^2L^2/(4Dt)}\right].$$

The first correction is negative, because the other face also drains the wall. It reaches 1% of the thick-wall flux when $2e^{-L^2/(4Dt)}=0.01$, or

$$t_{1\%}=\frac{L^2}{4D\ln200}.$$

If the outer face is sealed instead, the wall is half of a symmetric wall of thickness $2L$, whose midplane carries no flux. Replacing $L$ by $2L$ makes $t_{1\%}$ four times as long. The steep decline in the opening numbers then comes later: between 36000 s and 360000 s the flux falls by a factor of only 3.6 instead of 26.

## What each derivation assumes

Both derivations take a uniform initial concentration, a constant $D$ and a surface held at zero. Both add solutions, which a concentration-dependent $D$ would forbid.

The first assumes that the wall has no far side. It gives the profile and the flux at once, but it contains no length with which to say when the law ends. The second needs the thickness and a condition at the outer face, and it obtains the law as a limit. In return it gives the late decay. Changing the outer face from open to sealed alters the correction but not the early law, because the depleted layer has not yet reached that face.

## Hydrogen in an iron wall

Body-centred cubic iron suits the example because hydrogen moves fast through its lattice but is strongly held at defects, called traps. Suppose that each lattice atom of hydrogen, at concentration $u$, is accompanied by $r$ trapped atoms in local equilibrium, with $r$ constant. The total is $c=(1+r)u$, and only the lattice atoms move, so

$$\frac{\partial c}{\partial t}=D_{\rm lat}\frac{\partial^2u}{\partial x^2}=\frac{D_{\rm lat}}{1+r}\frac{\partial^2c}{\partial x^2}.$$

The law therefore holds with the total concentration and $D=D_{\rm lat}/(1+r)$. Rough values for trap-containing iron at 300 K are $D_{\rm lat}=10^{-4}$ cm²/s and $r=99$, which give $D=10^{-6}$ cm²/s. Take $c_0=10^{17}$ atoms/cm³ and $L=1$ cm. At 3600 s,

$$J=10^{17}\sqrt{\frac{10^{-6}}{\pi\times3600}}=9.4\times10^{11}\ \text{atoms/(cm² s)}.$$

The depth $\delta$ is 0.11 cm, well short of the far face. The loss through one face is $6.8\times10^{15}$ atoms/cm², or 6.8% of the initial content $c_0L$. The 1% time is $4.7\times10^4$ s, so the law still serves at 36000 s, where the slab flux is 0.2% below it. At 360000 s the slab flux is only 12% of the thick-wall value.

Two atoms leave as one molecule, so the gas throughput per area is $q=(J/2)kT$. In vacuum units this is $1.5\times10^{-8}$ Torr L/(s cm²). For a chamber of volume $V$, wall area $A$ and pumping speed $S$, the pressure obeys $V\,dp/dt=qA-Sp$. With $V=100$ L and $S=100$ L/s it adjusts within about $V/S=1$ s, far faster than $q$ changes. Hence, for a wall area of roughly $A=10^4$ cm², close to that of a sphere of this volume,

$$p=\frac{qA}{S}=\frac{1.46\times10^{-8}\times10^4}{100}=1.5\times10^{-6}\ \text{Torr}$$

from hydrogen alone.

**Traps.** If trapping were ignored at the same total $c_0$, the thick-wall formula would give a flux ten times larger. But its 1% time would be 472 s, so it would no longer apply at 3600 s. There $Dt/L^2$ would be 0.36, as it is at 360000 s with traps, and the slab factor 0.12 would reduce the tenfold increase to about 1.2.

Traps can also fill. With $10^{19}$ trap sites/cm³, about 1% are occupied at the start. A numerical solution on a grid, with separate lattice and trapped populations and capture proportional to the number of empty sites, gives a flux 0.4% above that for unlimited sites. The total $c_0$ and the low-occupancy value of $r$ were held fixed.

## When the surface is not at zero

Hydrogen atoms must meet in pairs to leave, so take the release rate as proportional to the square of the surface concentration $c_s$. Its size follows from equilibrium with gas. Molecules of mass $m$ at number density $p/(kT)$ strike unit area at the rate

$$\Phi(p)=\frac{p}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/(2kT)}dv=\frac{p}{\sqrt{2\pi mkT}}.$$

Let a fraction $s$ stick, each molecule supplying two atoms. At the pressure $p_{\rm eq}$ that would hold $c_0$ in equilibrium, release must balance uptake. The net flux is therefore

$$J=R_0\left[\left(\frac{c_s}{c_0}\right)^2-\frac{p}{p_{\rm eq}}\right],\qquad R_0=2s\,\Phi(p_{\rm eq}).$$

Since $c_s\le c_0$, the flux cannot exceed $R_0$, and the divergence at $t=0$ disappears.

The lattice share of $c_0$ is $10^{15}$ atoms/cm³. This equals the rough solubility assumed here for hydrogen gas at 760 Torr, so $p_{\rm eq}=760$ Torr and $\Phi=1.1\times10^{24}$ molecules/(cm² s). For $s=10^{-6}$, $R_0=2.2\times10^{18}$ atoms/(cm² s), and $c_s/c_0\approx\sqrt{J/R_0}=7\times10^{-4}$: the zero condition is good. The chamber gas by itself would hold $c_s/c_0$ at $\sqrt{p/p_{\rm eq}}=4\times10^{-5}$, which is also negligible.

For $s=10^{-12}$, $R_0$ is $2.2\times10^{12}$, only 2.3 times the thick-wall flux at 3600 s, and the surface matters. An atom removed at an otherwise closed surface lowers the concentration there by $2G(0,t)=1/\sqrt{\pi Dt}$ a time $t$ later; the factor 2 arises because the depletion spreads to one side only. Adding all removals gives

$$c_s(t)=c_0-\int_0^t\frac{J(t')}{\sqrt{\pi D(t-t')}}\,dt'.$$

Solved in small time steps with $J=R_0(c_s/c_0)^2$, this gives 61% of the thick-wall flux at 3600 s and 78% at 36000 s. Until the thickness of the wall is felt, the law improves with time because the wall supplies less gas while the surface's capacity to release it is unchanged.

## Beside a real chamber

Hydrogen content, trapping and surface state differ between steels by orders of magnitude, so the result is a rough size for one plausible wall. Air contains far too little hydrogen gas to sustain the assumed $c_0$, and this wall would not keep it long in storage: with fast release at both faces, only about 2% is left after 360000 s, or 100 hours. The example therefore describes a wall that took up hydrogen shortly before pumping. Hydrogen left from manufacture can last longer behind a slower surface or in deeper traps, but then the numbers above do not apply. Earlier losses, in storage or in a bake, can also leave the concentration non-uniform. Fast surface release is also open to doubt, since oxide and contamination can hinder it. The value $s=10^{-12}$ illustrates a slow surface and lowers the 3600 s flux by 39%; a smaller $s$ would lower it further. With $s=10^{-12}$ at both faces, the flux falls by a factor of about 8 rather than 26 between 36000 s and 360000 s, and about 17% of the hydrogen is left at the end. Temperature matters too. With an illustrative activation energy of 0.3 eV for $D$ and the same $c_0$, a wall 10 K warmer gives 21% more flux, because $J\propto\sqrt D$. The traps assumed above are deeper than this: for a single kind of trap, $r=99$ with $10^{19}$ sites/cm³ implies, against about $5\times10^{23}$ tetrahedral lattice sites/cm³, a binding energy near 0.4 eV and, with a lattice migration energy of about 0.05 eV added, an activation energy near 0.45 eV, which raises the increase to roughly 30%. An unbaked chamber also releases water from its surfaces. If one monolayer of $10^{15}$ molecules/cm² leaves during each e-fold of time, its flux at 3600 s is $10^{15}/3600=2.8\times10^{11}$ molecules/(cm² s), or 0.6 of the hydrogen molecular flux. A measured total pressure therefore cannot be assigned to dissolved hydrogen without identifying the gas.
